# Valley shifts in silicon under biaxial tension on (001): test program

```python
"""
Result under test: in a (001) silicon film with in-plane strain e and a free
surface, the two [001] valleys lie below the six-valley average by
    L = (2/3) * Xi_u * (1 + 2*C12/C11) * e.
Xi_u: shear deformation potential (eV); C11, C12, C44: elastic constants (GPa).
Xi_d: deformation potential multiplying the trace of the strain (eV).
Tension is positive. A plane-wave pseudopotential model tests the valley law;
its rounded fitted parameters are not used to obtain the value of Xi_u.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import ai_zeros

# Inputs: rough typical silicon values and the stated strain and potential
e_par = 0.0075
xi_u = 9.2
c11, c12, c44 = 166.0, 64.0, 80.0
temperature = 300.0
lattice_nm = 0.5431
mismatch_si_ge = 0.042
mass_long, mass_trans = 0.92, 0.19
field_mv_cm = 0.5
mean_coefficient = 2.0

# Derived formulas
e_perp = -2 * c12 / c11 * e_par
trace = 2 * e_par + e_perp
lowering = 2 / 3 * xi_u * (1 + 2 * c12 / c11) * e_par
splitting = 1.5 * lowering
biaxial_modulus = c11 + c12 - 2 * c12**2 / c11

# Elastic response from the full cubic tensor, all out-of-plane strains free
delta = np.eye(3)
stiffness = (c12 * np.einsum('ij,kl->ijkl', delta, delta)
             + c44 * (np.einsum('ik,jl->ijkl', delta, delta)
                      + np.einsum('il,jk->ijkl', delta, delta)))
for i in range(3):
    stiffness[i, i, i, i] += c11 - c12 - 2 * c44


def elastic_energy(free):
    """Energy density for in-plane strain 1; free = (zz, yz, xz) strains."""
    zz, yz, xz = free
    s = np.array([[1.0, 0.0, xz], [0.0, 1.0, yz], [xz, yz, zz]])
    return 0.5 * np.einsum('ij,ijkl,kl->', s, stiffness, s)


relaxed = minimize(elastic_energy, [0.2, 0.1, -0.1])
assert np.allclose(relaxed.x, [e_perp / e_par, 0, 0], atol=1e-4)
# The relaxed energy density is modulus * strain^2 for two equal strains
assert abs(relaxed.fun / biaxial_modulus - 1) < 1e-5

# Explicit six-valley sum with the numerically relaxed strain tensor
strain_tensor = e_par * np.diag([1.0, 1.0, relaxed.x[0]])
directions = np.vstack([np.eye(3), -np.eye(3)])
for xi_d in (-5.0, 1.0):
    shifts = np.array([xi_d * np.trace(strain_tensor)
                       + xi_u * n @ strain_tensor @ n for n in directions])
    deviations = shifts - shifts.mean()
    assert abs(deviations[2] + lowering) < 1e-5
    assert abs(deviations[0] - lowering / 2) < 1e-5
assert 0.075 < lowering < 0.085

# Plane-wave band model: Rydberg units, fixed cubic set of reciprocal vectors
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
rydberg_ev = const.physical_constants['Rydberg constant times hc in eV'][0]
lattice_au = lattice_nm / bohr_nm
recip_unit = 2 * np.pi / lattice_au
span = range(-4, 5)
waves = np.array([(i, j, k) for i in span for j in span for k in span
                  if i % 2 == j % 2 == k % 2 and i*i + j*j + k*k <= 24])
wave_diff = waves[:, None, :] - waves[None, :, :]
structure = np.cos(np.pi / 4 * wave_diff.sum(axis=2))


def atomic_potential(q2):
    """Smooth local silicon potential times volume (Ry bohr^3)."""
    cutoff = 0.5 * (1 + np.tanh((5.0 - q2) / 0.3))
    return cutoff * 212.0 * (q2 - 2.23) / (np.exp(0.606 * (q2 + 1.97)) + 1)


def valley_energy(axis, strain):
    """Conduction minimum (eV) and its position along one cubic axis."""
    stretch = 1 + np.asarray(strain, dtype=float)
    q2 = ((wave_diff / stretch * recip_unit)**2).sum(axis=2)
    atom_volume = lattice_au**3 / 8 * np.prod(stretch)
    potential = atomic_potential(q2) * structure / atom_volume

    def band(t):
        k = np.zeros(3)
        k[axis] = t
        kinetic = (((waves + k) / stretch * recip_unit)**2).sum(axis=1)
        return eigvalsh(potential + np.diag(kinetic),
                        subset_by_index=[4, 4])[0]

    best = minimize_scalar(band, bounds=(0.6, 1.0), method='bounded',
                           options={'xatol': 1e-7})
    return best.fun * rydberg_ev, best.x


energy_zero, k_min = valley_energy(2, [0, 0, 0])
assert 0.7 < k_min < 0.97
step = 1e-4
split_plus, split_minus = [
    valley_energy(2, [0, 0, s])[0] - valley_energy(0, [0, 0, s])[0]
    for s in (step, -step)]
model_xi = (split_plus - split_minus) / (2 * step)
assert model_xi > 0

# Another strain: traceless with three unequal parts, so shift = Xi_u * e_ii
test_strain = np.array([2.0, -1.5, -0.5]) * step
test_shift = np.array([valley_energy(i, test_strain)[0] - energy_zero
                       for i in range(3)])
law_error = np.max(np.abs(test_shift - model_xi * test_strain))
assert law_error < 0.02 * model_xi * 2 * step

# Full biaxial strain: departures here are second order and higher
film = [e_par, e_par, e_perp]
model_split = valley_energy(0, film)[0] - valley_energy(2, film)[0]
linear_split = model_xi * (e_par - e_perp)
nonlinear = model_split / linear_split - 1
assert abs(nonlinear) < 0.10

# Bulk nondegenerate occupation of the twofold valleys
kt = const.k * temperature / const.e
fraction = 1 / (1 + 2 * np.exp(-splitting / kt))


def valley_density(edge):
    """Boltzmann integral over a parabolic valley, common prefactor dropped."""
    return quad(lambda x: np.sqrt(x) * np.exp(-x - edge / kt), 0, 50)[0]


low, high = 2 * valley_density(0.0), 4 * valley_density(splitting)
assert abs(low / (low + high) - fraction) < 1e-6

# Lowest subbands of a hard-wall triangular well; energies in eV, lengths in nm
slope = field_mv_cm * 0.1
kinetic_unit = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
airy_root = -ai_zeros(1)[0][0]


def airy_level(mass):
    return airy_root * (kinetic_unit / mass * slope**2)**(1 / 3)


def grid_level(mass):
    points, length = 3000, 30.0
    h = length / (points + 1)
    z = h * np.arange(1, points + 1)
    hop = kinetic_unit / mass / h**2
    return eigh_tridiagonal(2 * hop + slope * z, -hop * np.ones(points - 1),
                            select='i', select_range=(0, 0))[0][0]


for mass in (mass_long, mass_trans):
    assert abs(grid_level(mass) / airy_level(mass) - 1) < 1e-3
level_two, level_four = airy_level(mass_long), airy_level(mass_trans)
confinement_split = level_four - level_two
assert confinement_split > 0

print("INPUTS")
print(f"In-plane strain: {100*e_par:.2f} percent")
print(f"Shear deformation potential: {xi_u:.1f} eV")
print(f"C11, C12 (rough): {c11:.0f}, {c12:.0f} GPa")
print(f"Temperature: {temperature:.0f} K")
print("STRAIN")
print(f"Ratio 2*C12/C11: {2*c12/c11:.4f}")
print(f"Out-of-plane strain: {100*e_perp:.4f} percent")
print(f"Out-of-plane minus in-plane: {100*(e_perp-e_par):.4f} percent")
print(f"Trace of strain: {100*trace:.4f} percent")
print(f"In-plane stress: {biaxial_modulus*e_par:.3f} GPa")
print(f"Assumed Si-Ge mismatch: {100*mismatch_si_ge:.1f} percent")
print(f"Buffer Ge fraction, rough: {e_par/mismatch_si_ge:.2f}")
print("VALLEYS")
print(f"Twofold shift from average: {-lowering:.4f} eV")
print(f"Same shift: {-1000*lowering:.1f} meV")
print(f"Fourfold shift from average: {lowering/2:+.4f} eV")
print(f"Fourfold minus twofold: {splitting:.4f} eV")
print(f"Twofold shift if thinning ignored: {-2/3*xi_u*e_par:.4f} eV")
print("BAND-MODEL TEST")
print(f"Number of plane waves: {len(waves)}")
print(f"Valley position: {k_min:.3f} of Gamma-X")
print(f"Model Xi_u: {model_xi:.2f} eV")
print(f"Largest error, unequal strains: {1e6*law_error:.2f} micro-eV")
print(f"Largest shift in that test: {1e6*max(abs(test_shift)):.0f} micro-eV")
print(f"Model splitting, full strain: {model_split:.4f} eV")
print(f"Linear prediction for it: {linear_split:.4f} eV")
print(f"Nonlinear departure: {100*nonlinear:+.2f} percent")
print("NEGLECTED EFFECTS")
print(f"Nonlinear change of lowering: {1000*lowering*nonlinear:+.2f} meV")
print(f"Lowering change per 1 eV in Xi_u: {1000*lowering/xi_u:.2f} meV")
print(f"Loss for 10 percent relaxation: {100*lowering:.2f} meV")
print(f"Assumed volume coefficient: {mean_coefficient:.1f} eV")
print(f"Volume shift of average: {1000*mean_coefficient*trace:+.1f} meV")
print(f"Thermal energy kT: {1000*kt:.2f} meV")
print(f"Twofold occupation, unstrained: {100/3:.1f} percent")
print(f"Twofold occupation, strained: {100*fraction:.1f} percent")
print(f"Surface field: {field_mv_cm:.1f} MV/cm")
print(f"Twofold confinement mass: {mass_long:.2f} electron masses")
print(f"Fourfold confinement mass: {mass_trans:.2f} electron masses")
print(f"Twofold confinement energy: {1000*level_two:.1f} meV")
print(f"Fourfold confinement energy: {1000*level_four:.1f} meV")
print(f"Confinement splitting: {1000*confinement_split:.1f} meV")
print(f"Strain + confinement: {1000*(splitting+confinement_split):.1f} meV")
print("finished without a failed check")
```

Printed output:

```
INPUTS
In-plane strain: 0.75 percent
Shear deformation potential: 9.2 eV
C11, C12 (rough): 166, 64 GPa
Temperature: 300 K
STRAIN
Ratio 2*C12/C11: 0.7711
Out-of-plane strain: -0.5783 percent
Out-of-plane minus in-plane: -1.3283 percent
Trace of strain: 0.9217 percent
In-plane stress: 1.355 GPa
Assumed Si-Ge mismatch: 4.2 percent
Buffer Ge fraction, rough: 0.18
VALLEYS
Twofold shift from average: -0.0815 eV
Same shift: -81.5 meV
Fourfold shift from average: +0.0407 eV
Fourfold minus twofold: 0.1222 eV
Twofold shift if thinning ignored: -0.0460 eV
BAND-MODEL TEST
Number of plane waves: 137
Valley position: 0.846 of Gamma-X
Model Xi_u: 8.31 eV
Largest error, unequal strains: 0.55 micro-eV
Largest shift in that test: 1662 micro-eV
Model splitting, full strain: 0.1107 eV
Linear prediction for it: 0.1104 eV
Nonlinear departure: +0.31 percent
NEGLECTED EFFECTS
Nonlinear change of lowering: +0.26 meV
Lowering change per 1 eV in Xi_u: 8.86 meV
Loss for 10 percent relaxation: 8.15 meV
Assumed volume coefficient: 2.0 eV
Volume shift of average: +18.4 meV
Thermal energy kT: 25.85 meV
Twofold occupation, unstrained: 33.3 percent
Twofold occupation, strained: 98.3 percent
Surface field: 0.5 MV/cm
Twofold confinement mass: 0.92 electron masses
Fourfold confinement mass: 0.19 electron masses
Twofold confinement energy: 109.8 meV
Fourfold confinement energy: 185.7 meV
Confinement splitting: 75.9 meV
Strain + confinement: 198.2 meV
finished without a failed check
```
